# Why a fixed-thickness high-k liner costs more at smaller pitch

A 2 nm dielectric liner of relative permittivity 7.5, placed round every line in a low-k dielectric of permittivity 2.5, raises the line capacitance by 10.5% at 64 nm pitch and by 31% at 24 nm pitch. These values come from a two-dimensional model, described below, in which neighbouring lines carry opposite voltages. If the liner permittivity is made a thousand times that of the core, the penalty at 24 nm grows to 59%, yet the liner then holds less than 0.1% of the electrostatic energy.

The first pair of numbers suggests that the liner is costly because it takes a growing share of the energy away from the low-k core. The last one shows that this explanation needs care. The share to start from is the one the liner's region would hold if it were filled with low-k material; the direction of the field through that region matters as well. The share stored in the finished liner is a different quantity, with a different use.

## Two facing sidewalls

Take two conducting sidewalls of area $A$ at spacing $s$, and neglect fringing. Each wall carries a liner of thickness $t$ and relative permittivity $k_L$; the remaining width $s-2t>0$ is core of permittivity $k_c$. Define

$$r=\frac{k_L}{k_c}>1,\qquad \varphi=\frac{2t}{s}.$$

All dielectrics are linear, isotropic and lossless, and the metal dimensions do not change when the liner is added. Let $C$ be the capacitance with liner and $C_0$ the capacitance with low-k everywhere. The cost is $C/C_0-1$.

There is no free charge at the dielectric interfaces, so the displacement $D=Q/A$ is the same in every layer. A layer of thickness $d$ and permittivity $k$ drops a voltage $Dd/(\varepsilon_0k)$. Adding the drops and dividing by $Q$ gives

$$\frac{\varepsilon_0A}{C}=\frac{s-2t}{k_c}+\frac{2t}{k_L}
=\frac{s}{k_c}-2t\left(\frac1{k_c}-\frac1{k_L}\right).$$

Without the liner, $\varepsilon_0A/C_0=s/k_c$. Dividing the first relation by the second,

$$\frac{C_0}{C}=1-\varphi\left(1-\frac1r\right),\qquad
\frac{C}{C_0}=\frac{1}{1-\varphi(1-1/r)}.$$

The liner thus removes a fixed length from a total that shrinks with the spacing. With the numbers above, the removed length is $4\,(1/2.5-1/7.5)=1.067$ nm. At 64 nm pitch, with spacing equal to half the pitch, the total is $32/2.5=12.8$ nm; at 24 nm pitch it is $12/2.5=4.8$ nm. Hence

$$\frac{12.8}{12.8-1.067}=1.091,\qquad \frac{4.8}{4.8-1.067}=1.286.$$

To see how fast the cost grows, write $a=2t(1-1/r)$. Then $C/C_0=s/(s-a)$, and

$$\frac{C}{C_0}-1=\frac{a}{s-a}.$$

This rises faster than $1/s$: the spacing falls by a factor of 2.7 between the two pitches, and the cost rises by a factor of 3.1. The formula holds until the liners meet at $s=2t$. The gap is then all liner and $C/C_0=r$.

## What the stored energy says

The energy per unit area in a layer is $D^2d/(2\varepsilon_0k)$. Since $D$ is common, the share stored in the finished liner is

$$f=\frac{2t/k_L}{(s-2t)/k_c+2t/k_L}=\frac{\varphi}{r(1-\varphi)+\varphi},$$

where the last form follows on multiplying numerator and denominator by $k_L/s$. Its derivatives are

$$\frac{\partial f}{\partial\varphi}=\frac{r}{[r(1-\varphi)+\varphi]^2}>0,\qquad
\frac{\partial f}{\partial r}=-\frac{\varphi(1-\varphi)}{[r(1-\varphi)+\varphi]^2}<0 .$$

The share therefore grows as the spacing shrinks, but falls as the liner permittivity rises. The cost increases in both cases. The two quantities are linked by

$$\frac{C}{C_0}-1=\frac{\varphi(1-1/r)}{1-\varphi(1-1/r)}
=\frac{\varphi(r-1)}{r(1-\varphi)+\varphi}=(r-1)f .$$

For one pair of materials, cost and stored share are proportional, which is why the simple explanation looks right. The factor $r-1$ prevents its use for comparing materials. As $r\to\infty$, $f\to0$ while the cost tends to $\varphi/(1-\varphi)=2t/(s-2t)$. The liner then drops no voltage and acts as extra metal, leaving the whole voltage across a thinner core. At fixed voltage the energy has risen, and it is stored in the core.

The orientation of the layer matters. If a layer of volume share $\varphi$ runs along the field from one conductor to the other, the layers are capacitors in parallel, and

$$\frac{C}{C_0}=1-\varphi+r\varphi=1+\varphi(r-1).$$

For $\varphi=0.25$ and $r=3$ this gives 1.50, against $1/(1-0.25\times2/3)=1.20$ for the same volume placed across the field. The field strength is now common to both materials, so the high-k layer stores the share $r\varphi/(1-\varphi+r\varphi)$, which rises with $r$.

## A rule for any cross-section

Real lines have corners and fringing fields. Consider one line at voltage $U$, enclosed by surfaces at zero voltage. In a regular array whose neighbouring lines carry opposite voltages, these surfaces are the mid-gap planes and the ground planes above and below. Let $C$ be the charge of the line per unit length divided by $U$.

The potential $V$ obeys $\nabla\cdot(k\nabla V)=0$. Let $\eta$ be any continuous change of potential that vanishes on the line and on the enclosure. Integration by parts gives

$$\int k\nabla V\cdot\nabla\eta\,d^2x=\oint\eta\,k\,\partial_nV\,dl-\int\eta\,\nabla\cdot(k\nabla V)\,d^2x=0 .$$

The boundary term vanishes because $\eta=0$ there. Terms from the dielectric interfaces cancel because $\eta$ and $k\,\partial_nV$ are continuous across them. Replacing $\eta$ by $V$ in the same identity leaves the boundary term on the line, which is $U$ times its charge over $\varepsilon_0$. Thus

$$CU^2=\varepsilon_0\int k|\nabla V|^2d^2x .$$

For a trial potential $V+\eta$, the cross term is zero and the term $\int k|\nabla\eta|^2d^2x$ is not negative. The true potential therefore minimizes the integral at fixed voltage.

Now change $k_L$ slightly. The potential responds by $\partial V/\partial k_L$, which vanishes on the line and on the enclosure and so contributes nothing to first order. Only the explicit change of permittivity in the liner region $L$ remains:

$$\frac{\partial C}{\partial k_L}=\frac{\varepsilon_0}{U^2}\int_L|\nabla V|^2d^2x,
\qquad
\frac{\partial\ln C}{\partial\ln k_L}
=\frac{\int_Lk_L|\nabla V|^2d^2x}{\int k|\nabla V|^2d^2x}=f .$$

The finished liner's energy share is thus the response to a further small change of its permittivity. The full cost follows by raising the permittivity of region $L$ from $k_c$ to $k_L$:

$$\ln\frac{C}{C_0}=\int_{k_c}^{k_L}f(k)\,\frac{dk}{k}.$$

The integrand starts at $f_0$, the energy share of region $L$ in the unlined structure. The energy explanation is sound when the share is followed along this whole path.

## Bounds from the unlined field

The unlined field alone already confines the cost. First use the unlined potential as a trial in the lined structure. Its energy in the core is unchanged, and its energy in $L$ is multiplied by $r$. The minimum principle gives

$$C\le C_0[(1-f_0)+rf_0]=C_0[1+f_0(r-1)].$$

For a bound from the other side, fix the line charge $Q$. Let $\mathbf D$ be the true displacement and $\mathbf D+\boldsymbol\delta$ a trial, with $\nabla\cdot\boldsymbol\delta=0$ and no net flux of $\boldsymbol\delta$ from the line. The cross term in the energy is

$$\int\frac{\mathbf D\cdot\boldsymbol\delta}{\varepsilon_0k}\,d^2x=-\int\nabla V\cdot\boldsymbol\delta\,d^2x=-\oint V\boldsymbol\delta\cdot\mathbf n\,dl=0,$$

since $V$ is constant on the line, where the net flux of $\boldsymbol\delta$ is zero, and $V=0$ on the enclosure. The remaining term, quadratic in $\boldsymbol\delta$, is not negative, so the true energy $Q^2/(2C)$ is the smallest. Take the unlined displacement for the same charge as trial. Its energy in $L$ is divided by $r$:

$$\frac{Q^2}{2C}\le\frac{Q^2}{2C_0}\left[(1-f_0)+\frac{f_0}{r}\right].$$

Together,

$$\frac{1}{1-f_0(1-1/r)}\le\frac{C}{C_0}\le1+f_0(r-1).$$

Both bounds rise with $f_0$. For plates $f_0=\varphi$; layers across the field attain the lower bound and layers along it the upper one.

## Why pitch enters

Suppose that line width, height, spacing and ground-plane distance all scale with the pitch $p$, while $t$ stays fixed. Measure lengths in units of $p$. The metal is then the same at every pitch, and the liner has thickness $t/p$. As $p$ falls, the liner region grows and contains every earlier one. The unlined field in these units does not change, so $f_0$ must grow.

The cost must grow as well. Raising the permittivity anywhere raises $\int k|\nabla V|^2d^2x$, or leaves it unchanged, for every trial potential, and therefore cannot lower its minimum. The minimum in fact rises: the true potential with the thicker liner is not constant in the added region, so its integral taken with the old permittivity is smaller than the new minimum, yet it cannot be smaller than the old one. Moreover, $C_0$ per unit length does not depend on $p$: $|\nabla V|^2$ scales as $p^{-2}$ and the area as $p^2$. The absolute penalty $C-C_0$ per unit length thus grows in the same proportion as the relative one.

This argument does not cover a shrink in which line height or ground distance stays fixed. The plate formula still approximates the sidewall part there, but the total needs its own calculation.

## How large the effect is

The worked example is an array of rectangular lines with width and spacing $p/2$ and height $p$. Grounded planes lie $p/2$ above and below the lines, and neighbouring lines carry opposite voltages. A 2 nm liner with square outer corners surrounds each line. The permittivities 2.5 and 7.5 are round model parameters. The field was computed by a finite-volume method on square cells in one quarter of the region enclosing a single line, with 96 cells across half a pitch. The capacitance comes from the charge on the line, and the shares come from the cell energies.

| $p$ (nm) | $f_0$ | $C/C_0$ | $f$ | $C-C_0$ (pF/m) |
|---:|---:|---:|---:|---:|
| 64 | 0.138 | 1.105 | 0.055 | 29 |
| 48 | 0.182 | 1.143 | 0.075 | 40 |
| 32 | 0.266 | 1.224 | 0.118 | 62 |
| 24 | 0.348 | 1.314 | 0.165 | 87 |

The unlined capacitance is 278 pF/m at every pitch. Doubling the number of cells in each direction changes $C/C_0$ at 32 nm by about 0.0001.

At 32 nm the lower bound is $1/(1-0.266\times2/3)=1.216$, and the upper bound is $1+0.266\times2=1.532$. The computed 1.224 lies close to the lower one. The reason is that the field meets a conductor at right angles, so a thin liner on metal is mostly crossed by the field. The small excess shows that the displacement does rearrange when the liner is added.

The path integral can be read from the same row. Since $\ln1.224=0.202$ and $\ln3=1.099$, the average share along the path is $0.202/1.099=0.184$. It lies between the initial 0.266 and the final 0.118. Using the final share for the whole path would predict $\exp(0.118\times1.099)=1.14$, a cost of 14% instead of 22%.

With $r=1000$, the cost rises from 17% at 64 nm to 59% at 24 nm, while the stored share rises from 0.0002 to 0.0007. Replacing this liner by metal of the same outline gives the same costs to the nearest percent. The energy outside the core is negligible at every pitch, and the penalty still climbs.

## What to do about it

**Scale the thickness with the pitch.** In the self-similar array, $C/C_0$ depends on $t$ and $p$ through $t/p$ alone, so a constant ratio $t/p$ holds the relative cost constant. For facing sidewalls, an allowed cost $b$ sets a thickness budget. From $C_0/C=1/(1+b)$,

$$\frac{2t}{s}\left(1-\frac1r\right)=1-\frac{1}{1+b}=\frac{b}{1+b},
\qquad t=\frac{s}{2}\,\frac{b}{1+b}\,\frac{r}{r-1}.$$

For $b=0.10$ and $r=3$, this allows $16\times0.0909\times1.5=2.2$ nm at a spacing of 32 nm, but $6\times0.0909\times1.5=0.8$ nm at 12 nm. In the line array with these spacings, the same thicknesses cost about 11.5%, so the budget there must be somewhat smaller. Whether so thin a film still protects the dielectric or blocks diffusion is a separate question, which electrostatics does not answer.

**Compare thinning with a lower liner permittivity.** For sidewalls at fixed spacing, set $x=\varphi(1-1/r)$, which is proportional to $t$. Since $\ln C=\ln C_0-\ln(1-x)$,

$$\frac{\partial\ln C}{\partial\ln t}=\frac{x}{1-x}=(r-1)f,
\qquad \frac{\partial\ln C}{\partial\ln k_L}=f .$$

A small percentage reduction in thickness is therefore $r-1$ times as effective as the same percentage reduction in $k_L$. For these sidewalls, thinning is the stronger lever when $r>2$, and with $r=3$ the factor is two. In the line array with $r=3$ it is somewhat smaller, about 1.8 at 64 nm pitch and 1.7 at 24 nm.

**Keep the core permittivity low.** Multiplying both permittivities by one factor multiplies $C$ by that factor, so the two logarithmic responses add to one and $\partial\ln C/\partial\ln k_c=1-f$. In the array at 24 nm, this is $1-0.165=0.835$. To first order, a 10% reduction of $k_c$ lowers $C$ by about 8%, while a 10% reduction of $k_L$ lowers it by less than 2%. A liner process that damages the core and raises its permittivity can thus lose more than a better liner material gains.

**Use each energy share for its own purpose.** The finished share $f$ ranks small relative changes of permittivity in an existing stack; it does not by itself rank changes of thickness between stacks with different liner materials. To estimate what a proposed liner will cost, compute the unlined field once, find $f_0$ for its region, and apply the two bounds. They settle whether the cost is acceptable only if the allowed value lies outside their range, which in the array at 24 nm with $r=3$ runs from 30% to 70%. For a thin conformal liner on metal, the lower bound is the natural first estimate; in this array with $r=3$, it falls short of the computed $C/C_0$ by about 1% or less. A layer that runs from line to line along the field lies nearer the upper bound and deserves the closer look.

The numbers belong to this model. It leaves out conducting barriers inside the trench, rounded corners, damaged dielectric and separate etch-stop layers, and it takes the neighbours at opposite voltage. Other switching patterns change the field, and with it $f_0$ and the cost.
